# Gaussian-Charge Correction and Potential Alignment for Charged Defects in Periodic Cells

## The decision and the quantity it needs

A supercell calculation of a charged defect must decide whether its charge-transition level is deep in the gap or close to a band edge. Write the formation energy in charge state \(q\), in units of the elementary charge, as

\[
E_f(q)=A_q+qE_F+E_{\rm corr}(q),
\]

where \(E_F\) is the Fermi level measured from the valence-band edge and \(A_q\) collects the supercell energies, chemical potentials and the band-edge energy. The neutral state needs no charge correction here. Setting \(E_f(q)=E_f(0)\) gives

\[
E_F=\frac{E_f(0)-A_q-E_{\rm corr}(q)}{q},
\]

so the correction moves the \((q/0)\) level by \(-E_{\rm corr}/q\). In the example below, \(q=+2\) in a 10 Å cell gives \(E_{\rm corr}=0.787\) eV and a shift of \(-0.39\) eV. A level can change from deep to shallow, or leave the gap, through this term.

The Freysoldt-Neugebauer-Van de Walle scheme computes \(E_{\rm corr}\) in two parts: a lattice energy for a Gaussian model charge, and an alignment term read from the potential far from the defect.

## Model and conventions

The defect has charge density \(\rho(\mathbf r)\), in elementary charges per volume. It is spherical about the origin, has net charge \(q\), and falls off at least exponentially. It may include a neutral core. The cell is simple cubic with side \(L\) and volume \(\Omega=L^3\). The host responds linearly with a uniform dielectric constant \(\varepsilon\), and a uniform background neutralizes the cell.

Let \(K=e^2/(4\pi\epsilon_0)\), in eV Å. The potential \(V\), in volts, is the one felt by a positive charge, and its cell average is set to zero. With \(\rho(\mathbf G)=\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r\), the Poisson equation \(\nabla^2V=-4\pi K(\rho-q/\Omega)/\varepsilon\) in the cell gives

\[
V(\mathbf r)=\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi K\rho(\mathbf G)}{\varepsilon G^2}e^{i\mathbf G\cdot\mathbf r}.
\]

The background adds nothing to \(\tfrac12\int(\rho-q/\Omega)V\), because it multiplies a potential of zero average. Hence

\[
E_{\rm per}=\frac{2\pi K}{\varepsilon\Omega}\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2}{G^2}.
\]

For an isolated defect, \(\Omega^{-1}\sum_{\mathbf G}\) becomes \((2\pi)^{-3}\int4\pi k^2dk\), and

\[
E_{\rm iso}=\frac{K}{\pi\varepsilon}\int_0^\infty|\rho(k)|^2dk .
\]

The energy to be added to the supercell result is \(E_{\rm corr}=E_{\rm iso}-E_{\rm per}\).

The model charge is a Gaussian of standard deviation \(\sigma\), with \(\rho_m(k)=q\,e^{-\sigma^2k^2/2}\). Since \(\int_0^\infty e^{-\sigma^2k^2}dk=\sqrt\pi/(2\sigma)\), its isolated energy is \(Kq^2/(2\sqrt\pi\,\varepsilon\sigma)\). The lattice energy, in the form to implement, is therefore

\[
E_{\rm lat}=\frac{Kq^2}{2\sqrt\pi\,\varepsilon\sigma}-\frac{2\pi Kq^2}{\varepsilon\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\sigma^2G^2}}{G^2}.
\]

The Gaussian factor makes the sum converge quickly once \(\sigma G\) exceeds a few units.

## The lattice potential and the constant 2.8373

Let \(\phi\) be the zero-average potential of a lattice of unit point charges in its background, without the factor \(K/\varepsilon\). For \(r<L\) the only point charge is at the origin. Writing \(\phi=1/r+h\) leaves \(\nabla^2h=4\pi/\Omega\). Since \(\nabla^2r^2=6\),

\[
\phi(\mathbf r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+H(\mathbf r),
\]

where \(H\) is harmonic and \(H(0)=0\). Cubic symmetry allows no angular momenta \(\ell=1,2,3\) in \(H\), so it starts at \(\ell=4\). This equation defines the number \(\alpha\).

To compute \(\alpha\) in real space, divide the lattice into neutral cubes, each a point charge with its share of background. A cube has no dipole or quadrupole, so its potential falls as \(r^{-5}\) and the sum over cubes converges. That sum does not have zero average. Its average is the integral over all space of one cube's potential, divided by \(\Omega\). For a neutral spherical or cubic charge \(c(\mathbf r)\), expansion of the Fourier transform gives \(c(\mathbf G)\simeq-\tfrac{G^2}{6}\int r^2c\,d^3r\), and the integrated potential is

\[
\lim_{G\to0}\frac{4\pi c(\mathbf G)}{G^2}=-\frac{2\pi}{3}\int r^2c\,d^3r .
\]

The point charge at the origin has no second moment. The background contributes \(-3L^2/12=-L^2/4\). The average is thus \(\pi L^2/(6\Omega)=\pi/(6L)\), which must be subtracted.

Let \(I\) be the integral of \(1/r\) over a unit cube centred at the origin. Keeping all cubes with integer coordinates between \(-N\) and \(N\) makes a large cube of side \(M=2N+1\), whose background integral is \(M^2I\). Therefore

\[
\alpha=\frac\pi6+\lim_{N\to\infty}\left[M^2I-\sum_{\mathbf n\ne0}\frac1{|\mathbf n|}\right].
\]

The identity \(\nabla\cdot\hat{\mathbf r}=2/r\) turns \(I\) into a smooth integral over six equal faces:

\[
I=\frac32\int_{-1/2}^{1/2}\!\int_{-1/2}^{1/2}\frac{dx\,dy}{\sqrt{x^2+y^2+1/4}}=2.380077 .
\]

For \(N=1\) there are 6, 12 and 8 neighbours at distances \(1,\sqrt2,\sqrt3\), with reciprocal sum 19.1041. This gives \(0.5236+9(2.380077)-19.1041=2.8402\). The omitted cubes contribute an error of order \(\int_M^\infty r^{-5}r^2dr\propto M^{-2}\). Removing this term from two large sums gives \(\alpha=2.837297\).

## From point charges to an extended defect

Summing \(\phi\) over pairs of charge elements gives \(E_{\rm per}\), and summing \(1/r\) gives \(E_{\rm iso}\). Their difference is

\[
E_{\rm corr}=\frac{K}{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\left[\frac\alpha L-\frac{2\pi}{3\Omega}|\mathbf r-\mathbf r'|^2-H(\mathbf r-\mathbf r')\right].
\]

The harmonic part drops out. Its average over a spherical shell of \(\mathbf r'\) equals its value at the shell's centre, and a second average over \(\mathbf r\) gives \(H(0)=0\). This needs \(r+r'<L\); charge tails beyond that range give corrections that decay exponentially with \(L\).

For the quadratic part, expand \(|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'\). The first two terms each give \(qQ_2\), with \(Q_2=\int r^2\rho\,d^3r\). The last vanishes because a spherical density has no dipole about its centre. Thus

\[
E_{\rm corr}=\frac{\alpha Kq^2}{2\varepsilon L}-\frac{2\pi KqQ_2}{3\varepsilon L^3}.
\tag{1}
\]

A Gaussian has \(Q_2=3q\sigma^2\), so

\[
E_{\rm lat}=\frac{\alpha Kq^2}{2\varepsilon L}-\frac{2\pi Kq^2\sigma^2}{\varepsilon L^3}.
\tag{2}
\]

The first term is the Makov-Payne term \(2.8373\,q^2/(2\varepsilon L)\) in units where \(K=1\). It is the limit of \(E_{\rm lat}\) for \(L\gg\sigma\), not its value in a finite cell. Multiplying (2) by \(2\varepsilon L/(Kq^2)\) gives an effective constant \(\alpha-4\pi\sigma^2/L^2\). For \(\sigma=1\) Å and \(L=10\) Å this is \(2.8373-0.1257=2.7116\), as the lattice sum also gives. At 80 Å the sum gives 2.8353.

In a cell of another shape \(H\) may contain \(\ell=2\) terms, but the spherical averages still remove them. For isotropic screening (1) then keeps its form, with \(\alpha/L\) replaced by the corresponding constant of that lattice and \(L^3\) by the cell volume \(\Omega\).

## The potential-alignment plateau

The width \(\sigma\) is arbitrary, so the \(L^{-3}\) term of (2) cannot be the final answer. The missing information is in

\[
D(\mathbf r)=V_{\rm defect}(\mathbf r)-V_{\rm model}(\mathbf r).
\]

In a first-principles calculation, \(V_{\rm defect}\) is the electrostatic potential of the charged-defect cell minus that of the pristine cell, both with the same zero-average convention.

The density difference \(\delta=\rho-\rho_m\) is neutral and spherical. By Gauss's law its isolated potential \(u(r)\) vanishes outside the charge. The periodic difference is a sum of such local potentials plus a constant \(C\), and zero average requires \(C=-\Omega^{-1}\int u\,d^3r\). The integrated-potential formula above, multiplied by \(K/\varepsilon\), gives

\[
C=\frac{2\pi K}{3\varepsilon\Omega}\left(Q_2-3q\sigma^2\right).
\tag{3}
\]

Far from the defect \(u\) is negligible and \(D=C\): this is the plateau. Solving (3) for \(Q_2\) and inserting it in (1),

\[
-\frac{2\pi KqQ_2}{3\varepsilon\Omega}=-\frac{2\pi Kq^2\sigma^2}{\varepsilon\Omega}-qC,
\]

and therefore

\[
\boxed{E_{\rm corr}=E_{\rm lat}-qC.}
\tag{4}
\]

If a code prints the potential energy of an electron instead, its plateau is \(C_{\rm el}=-C\) when expressed in eV, and the correction becomes \(E_{\rm lat}+qC_{\rm el}\).

The full factor \(q\), although self-energies carry a factor one half, has two sources. The offset acting on \(\rho\) gives \(\tfrac12qC\). The density difference \(\delta\) in the parabolic part of the model's lattice potential gives

\[
\frac12\int\delta\,\frac{2\pi Kq r^2}{3\varepsilon\Omega}\,d^3r=\frac12qC .
\]

## Finding the plateau numerically

Averaging \(D\) over planes normal to \(z\) leaves wavevectors \(G_m=2\pi m/L\) along \(z\):

\[
\bar D(z)=\frac{2}{\Omega}\sum_{m\ge1}\frac{4\pi K[\rho(G_m)-\rho_m(G_m)]}{\varepsilon G_m^2}\cos(G_mz).
\]

Planes that miss the local potentials \(u\) have \(\bar D=C\). With the defect at \(z=0\), the procedure is:

1. Start at the farthest plane, \(z=L/2\).
2. Widen the window symmetrically while the spread of \(\bar D\) stays within 0.1 mV.
3. Reject the result if the half-width \(w\) is below \(L/10\).
4. Otherwise take the window average as \(C\).

An error \(\Delta C\) changes the energy by \(-q\Delta C\), so 0.1 mV corresponds to 0.2 meV for \(q=2\).

A small spread alone is not enough, since any smooth function is flat over a short enough window. Suppose the deviation from \(C\) decays as \(e^{-\kappa z}\), ignoring polynomial prefactors. The images on both sides then give \(a\cosh[\kappa(z-L/2)]\) near the middle. The spread is \(|a|(\cosh\kappa w-1)\), so the hidden offset at the midpoint is

\[
|a|\approx\frac{\text{spread}}{\cosh\kappa w-1}.
\]

For \(\kappa=3\) Å⁻¹ and \(w=1\) Å, a spread of 0.1 mV means an offset near 0.01 mV. The minimum width is what gives the flatness criterion its force, provided that a single tail dominates. A wide model Gaussian has a tail of its own, which can cancel the slope of the defect's tail and imitate a plateau. Keep \(\sigma\) small compared with \(L\), and check that a second, clearly different small \(\sigma\) also passes and gives the same corrected energy.

## A defect with a known answer

The synthetic defect has \(q=+2\), \(\varepsilon=10\), and

\[
\rho(r)=\frac{q\kappa^3}{8\pi}e^{-\kappa r}+4\left[g_{0.6}(r)-g_{0.4}(r)\right],\qquad \kappa=3\ \text{Å}^{-1},
\]

where \(g_s\) is a normalized Gaussian of standard deviation \(s\) in Å. The exponential part has second moment \(12q/\kappa^2=2.667\), and the neutral core adds \(3\times4(0.36-0.16)=2.400\). Together \(Q_2=5.067\) e Å².

Take \(L=10\) Å and \(\sigma=0.8\) Å. With \(K=14.39965\) eV Å, the Makov-Payne term is

\[
\frac{2.8373\times14.39965\times4}{2\times10\times10}=0.8171\ \text{eV}.
\]

The width term in (2) is \(2\pi(14.39965)(4)(0.64)/10^4=0.0232\) eV, so \(E_{\rm lat}=0.7940\) eV. The plateau found from the planar average is \(C=3.68\) mV, and \(-qC=-0.0074\) eV. The sum is 0.7866 eV. The reference is the energy difference of the defect density itself, \(2.1001-1.3135=0.7866\) eV.

Changing \(\sigma\) from 0.5 to 1.0 Å lowers \(E_{\rm lat}\) from 0.8081 to 0.7809 eV. The plateau moves from \(+10.74\) to \(-2.80\) mV; by (3) its sign changes when the Gaussian's second moment exceeds that of the defect. The corrected energies agree within 0.1 meV.

Relative to the reference, the Makov-Payne term alone is too large by 30.6 meV at 10 Å and 3.8 meV at 20 Å. The ratio of eight is the \(L^{-3}\) law of (1). Equation (4) leaves 0.04 meV at 10 Å. This remainder comes from the finite window: (3) gives 3.70 mV, the window average is 3.68 mV, and twice the difference is 0.04 meV. The numerical output lists the other cells.

A diffuse charge shows the failure. With \(\kappa=1\) Å⁻¹ in the same 10 Å cell, the flat half-width is 0.15 Å against the required 1.0 Å, and the result is rejected. The offset estimate gives \(0.1/(\cosh0.15-1)\approx9\) mV, or 18 meV in energy. Using the window average regardless gives an error of 15.5 meV, which has two parts. The window average lies 9.8 mV below the value of (3), close to the estimate, and this adds 19.6 meV. The overlap of the charge tails with their images, which (1) neglects, takes away 4.1 meV, so even the exact \(C\) would not repair this cell. A wider Gaussian is no cure: near \(\sigma=2.03\) Å the width test is passed in this cell, although the energy is still wrong by about 10 meV. One remedy is a larger cell; 20 Å is enough here with \(\sigma=0.8\) Å. Another is a model charge with the same exponential tail as the defect, whose own lattice energy then replaces that of the Gaussian. Its decay constant must match closely, so that the tails cancel in \(D\).

## Screening that depends on wavevector

Microscopic screening weakens at short distance. In a homogeneous linear-response model, let

\[
\frac1{\varepsilon(G)}=\frac{1+\eta G^2+\cdots}{\varepsilon}.
\]

The energies now contain \(f(G)=|\rho(G)|^2/\varepsilon(G)\). Compare it with the model function \(f_m=q^2e^{-\sigma^2G^2}/\varepsilon\). Both equal \(q^2/\varepsilon\) at \(G=0\), so \(s(G)=(f-f_m)/G^2\) is smooth there. Poisson summation says that \(\Omega^{-1}\sum s\) over all \(\mathbf G\), including zero, equals \((2\pi)^{-3}\int s\,d^3k\) up to exponentially small image terms. The periodic energy omits \(\mathbf G=0\), hence

\[
E_{\rm corr}-E_{\rm lat}=\frac{2\pi K}{\Omega}s(0).
\]

With \(\rho(G)=q-Q_2G^2/6+\cdots\),

\[
s(0)=\frac1\varepsilon\left(q^2\eta-\frac{qQ_2}{3}+q^2\sigma^2\right).
\]

The plateau involves \(\rho(G)/\varepsilon(G)\), which is linear in the density:

\[
C=-\frac{4\pi K}{\varepsilon\Omega}\left(q\eta-\frac{Q_2}{6}+\frac{q\sigma^2}{2}\right),
\]

\[
-qC=\frac{2\pi K}{\varepsilon\Omega}\left(2q^2\eta-\frac{qQ_2}{3}+q^2\sigma^2\right).
\]

The second-moment terms agree, but the screening term is counted twice. Subtraction gives

\[
E_{\rm corr}-(E_{\rm lat}-qC)=-\frac{2\pi Kq^2\eta}{\varepsilon L^3}.
\tag{5}
\]

A flat plateau therefore does not by itself prove that the \(L^{-3}\) error is gone.

For \(1/\varepsilon(G)=\varepsilon^{-1}[1+(\varepsilon-1)G^2/(G^2+k_s^2)]\) with \(k_s=4\) Å⁻¹, \(\eta=9/16=0.5625\) Å². At 15 Å, (5) gives \(-6.03\) meV and direct evaluation \(-6.02\) meV; at 20 Å the direct value is \(-2.53\) meV. The scheme overcorrects by these amounts.

Because the residual scales as \(L^{-3}\), two cells can remove it. If \(E_1\) and \(E_2\) are the corrected energies at \(L_1\) and \(L_2\), then

\[
E_\infty=\frac{L_2^3E_2-L_1^3E_1}{L_2^3-L_1^3}.
\]

Applied to the excesses of 6.02 and 2.53 meV, this leaves \((8000\times2.53-3375\times6.02)/4625\approx-0.02\) meV, most of which is rounding of the two inputs; the unrounded excesses leave less than 0.01 meV. The extrapolation presupposes that both cells have an acceptable plateau and that the defect state is the same in each. Atomic relaxation, nonlinear response and the local fields of a real crystal lie outside this model, so for a real defect the \(L^{-3}\) trend has to be checked with a third cell.

## Values computed for the example and the checks

```
K = 14.39965 eV Angstrom, q = +2 e, eps = 10
defect decay constant = 3.0 1/Angstrom
core charges -/+ 4 e, widths 0.4, 0.6 Angstrom
integral of 1/r over unit cube = 2.380077
alpha, cubes up to N=1: 2.84021, N=40: 2.837301
alpha, extrapolated real-space sum = 2.837297
Gaussian model, sigma = 1.0 Angstrom:
 L (Angstrom)  E_lat (eV)  Makov-Payne (eV)  2 eps L E_lat/(K q^2)
    10  0.78093  0.81712  2.71163
    20  0.40404  0.40856  2.80588
    40  0.20371  0.20428  2.82944
    80  0.10207  0.10214  2.83533
defect: isolated energy = 2.10007 eV
defect: second moment Q2 = 5.0667 e Angstrom^2
L = 10 Angstrom, dependence on the model width:
 sigma (Angstrom)  E_lat (eV)  C (mV)  half-width (Angstrom)  sum (eV)
 0.5  0.8081  +10.74  2.27  0.7866
 0.8  0.7940  +3.68  2.45  0.7866
 1.0  0.7809  -2.80  2.00  0.7865
sigma = 0.8 Angstrom, dependence on the cell (energies in eV):
 L (Angstrom)  E_per  E_iso-E_per  Makov-Payne  E_lat  E_lat-qC
 10  1.3135  0.7866  0.8171  0.7940  0.7866
 12  1.4368  0.6632  0.6809  0.6675  0.6633
 15  1.5644  0.5357  0.5447  0.5379  0.5357
 20  1.6953  0.4047  0.4086  0.4057  0.4048
plateau and errors of the three corrections (errors in meV):
 L (Angstrom)  C (mV)  half-width (Angstrom)  M-P  E_lat  E_lat-qC
 10  +3.68  2.45  +30.56  +7.40  +0.037
 12  +2.13  3.75  +17.69  +4.28  +0.031
 15  +1.09  6.19  +9.05  +2.19  +0.021
 20  +0.46  8.75  +3.82  +0.92  +0.009
dispersive screening: k_s = 4.0 1/Angstrom, eta = 0.5625 Angstrom^2
 L (Angstrom)  residual computed (meV)  residual formula (meV)
 15  -6.02  -6.03
 20  -2.53  -2.54
diffuse charge, decay 1.0 1/Angstrom, L = 10 Angstrom:
 flat half-width = 0.150 Angstrom, required = 1.0 Angstrom
 error if the midpoint value were used = +15.5 meV
plateau spread tolerance = 0.1 mV
```
